# Why Hartree-Fock orbital relaxation spoils dynamic coupled-cluster response

Let the orbitals of a truncated coupled-cluster state that contains double excitations follow a time-dependent field through the time-dependent Hartree-Fock (TDHF) equations. The linear response function then acquires poles at those TDHF frequencies that the field can excite, besides those of coupled-cluster theory. They are in general double poles, a form that the exact linear response function of a nondegenerate ground state cannot have. With fixed orbitals they are absent, and the single excitations $T_1$, if retained, supply the relaxation.

For a linear H$_4$ chain in a minimal basis, relaxed CCSD has such a pole at 1.019 Ry (13.87 eV). The first dipole-allowed excitation in full configuration interaction (FCI) lies at 1.127 Ry (15.33 eV).

## What is right in the belief

The belief is that orbitals which adapt to the field must improve a dynamic property. A field does deform the orbitals, and a wave function that cannot follow is poor. Coupled cluster with doubles only (CCD) shows it. For the chain, FCI gives a static polarizability of 14.67 bohr$^3$. CCD with fixed orbitals gives 0.21 bohr$^3$, and with relaxed orbitals 13.98 bohr$^3$.

Relaxation is therefore indispensable. The question is which equation should govern it when $T_1$ is present and the field oscillates.

## The response function

I use Rydberg units, $\hbar=1$ and $e^2=2$, with energies in Ry and lengths in bohr. The molecule is closed-shell and centred, with real orbitals and a stable Hartree-Fock determinant $|0\rangle$. The perturbation is

$$V(t)=\varepsilon z\,(e^{-i\omega t}+e^{i\omega t}).$$

Consider first the exact ground state $|\Psi_0\rangle$, with excitation energies $\omega_n$ and transition moments $z_{0n}$. Write the perturbed state, apart from a time-dependent factor that fixes phase and norm, as $|\Psi_0\rangle+\sum_n c_n|\Psi_n\rangle$. To first order $(\omega_n-i\partial_t)c_n=-V_{n0}$, so

$$c_n=-\varepsilon z_{0n}\left[\frac{e^{-i\omega t}}{\omega_n-\omega}+\frac{e^{i\omega t}}{\omega_n+\omega}\right].$$

With that factor removed, this state $|\Psi\rangle$ obeys $(H+V-i\partial_t)|\Psi\rangle=q(t)|\Psi\rangle$. Projection on $\langle\Psi_0|$, with $\langle\Psi_0|\Psi\rangle=1$, gives $q=E+\langle\Psi_0|V|\Psi\rangle$. The time-averaged quasienergy is therefore $Q=E+\overline{\langle\Psi_0|V|\Psi\rangle}$. As $z_{00}=0$ by symmetry, $Q=E+\varepsilon^2\langle\langle z;z\rangle\rangle_\omega$ to second order, with

$$\langle\langle z;z\rangle\rangle_\omega=\sum_n z_{0n}^2\left[\frac1{\omega-\omega_n}-\frac1{\omega+\omega_n}\right].$$

All poles are simple. The polarizability is $\alpha=-e^2\langle\langle z;z\rangle\rangle=-2\langle\langle z;z\rangle\rangle$. Near an exact pole it behaves as $-2z_{0n}^2/(\omega-\omega_n)$: positive below, negative above. For approximate states the same coefficient of $\varepsilon^2$ defines the response function.

## Orbitals that follow TDHF

Let $\tau_s$ be the normalized singlet single-excitation operators, with $|s\rangle=\tau_s|0\rangle$. The relaxed state is $e^{\kappa}e^{T}|0\rangle$, where $\kappa=\sum_s(k_s\tau_s-k_s^*\tau_s^\dagger)$ rotates the orbitals. In the rotating frame the Hamiltonian is

$$K=e^{-\kappa}(H+V)e^{\kappa}-i\,e^{-\kappa}(\partial_te^{\kappa}).$$

To second order, $\partial_te^\kappa=\dot\kappa+\tfrac12(\dot\kappa\kappa+\kappa\dot\kappa)$. Multiplication by $1-\kappa$ from the left gives $\dot\kappa+\tfrac12[\dot\kappa,\kappa]$. Hence

$$K=H+V+[H+V,\kappa]+\tfrac12[[H,\kappa],\kappa]-i\dot\kappa-\tfrac i2[\dot\kappa,\kappa]+\dots$$

TDHF requires $\langle s|K|0\rangle=0$. To first order put $k_s=\varepsilon(x_se^{-i\omega t}+y_se^{i\omega t})$ with real $x_s,y_s$. Then $\kappa=\varepsilon(\kappa_\omega e^{-i\omega t}+\kappa_{-\omega}e^{i\omega t})$, with

$$\kappa_\omega=\sum_s(x_s\tau_s-y_s\tau_s^\dagger),\qquad \kappa_{-\omega}=-\kappa_\omega^\dagger .$$

Since $-i\partial_t$ turns $e^{\mp i\omega t}$ into $\mp\omega e^{\mp i\omega t}$, the first-order part of $K$ has the components

$$W_{\pm\omega}=z+[H,\kappa_{\pm\omega}]\mp\omega\kappa_{\pm\omega}.$$

Define $v_s=\langle s|z|0\rangle$, $A_{st}=\langle s|[H,\tau_t]|0\rangle$ and $B_{st}=-\langle s|[H,\tau_t^\dagger]|0\rangle$. The conditions $\langle s|W_{\pm\omega}|0\rangle=0$ become

$$(A-\omega)x+By=-v,\qquad Bx+(A+\omega)y=-v.$$

Collect $x,y$ in one vector. Let $M$ be the symmetric matrix with blocks $A,B,B,A$, and $S=\mathrm{diag}(1,-1)$. The equations read $(M-\omega S)(x,y)=-(v,v)$. Free TDHF oscillations satisfy $MZ_n=\omega_nSZ_n$, and vectors of different frequency obey $Z_m^{\mathsf T}SZ_n=0$. Expand $(x,y)=\sum_nc_nZ_n$ and multiply from the left by $Z_R^{\mathsf T}$, normalized to $Z_R^{\mathsf T}SZ_R=1$:

$$c_R(\omega_R-\omega)=-m,\qquad c_R=\frac{m}{\omega-\omega_R},\qquad m=Z_R^{\mathsf T}(v,v).$$

The rotation diverges at each TDHF frequency $\omega_R$ with $m\neq0$.

## What the cluster amplitudes see

From here $T$ is the ground-state cluster operator, $\bar H=e^{-T}He^{T}$, and $\mu,\nu$ label the retained excitations. The time-dependent amplitudes obey $\langle\mu|e^{-T(t)}(K-i\partial_t)e^{T(t)}|0\rangle=0$. A first-order change $T_\omega=\sum_\nu t_\nu\tau_\nu$ commutes with $T$, so

$$\langle\mu|e^{-T}W_\omega e^{T}|0\rangle+\sum_\nu(J_{\mu\nu}-\omega\delta_{\mu\nu})t_\nu=0,\qquad J_{\mu\nu}=\langle\mu|[\bar H,\tau_\nu]|0\rangle .$$

For the quasienergy, add the amplitude equations with constant multipliers $\lambda_\mu$, writing $\langle0|\Lambda=\sum_\mu\lambda_\mu\langle\mu|$. This changes nothing, because the added terms vanish. Choose $\Lambda$ so that $\langle0|(1+\Lambda)[\bar H,\tau_\nu]|0\rangle=0$; second-order amplitudes then drop out. The term $-i\dot T$ averages to zero. With $D(O)=\langle0|(1+\Lambda)e^{-T}Oe^{T}|0\rangle$, the static second-order terms are

$$\langle\langle z;z\rangle\rangle_\omega=D\big(K_2+[W_\omega,T_{-\omega}]+[W_{-\omega},T_\omega]+[[H,T_\omega],T_{-\omega}]\big).$$

The last term carries no $\tfrac12$, because the two orderings of $T_\omega$ and $T_{-\omega}$ are equal. The static part of $K$ is

$$K_2=[z,\kappa_\omega+\kappa_{-\omega}]+\tfrac12[[H,\kappa_\omega],\kappa_{-\omega}]+\tfrac12[[H,\kappa_{-\omega}],\kappa_\omega]-\omega[\kappa_\omega,\kappa_{-\omega}]+[H,\kappa_0].$$

Here $\kappa_0$ is the second-order static rotation, fixed by $\langle s|K_2|0\rangle=0$.

With fixed orbitals $\kappa=0$, $K_2=0$ and $W_{\pm\omega}=z$. Frequency then enters only through $(J\mp\omega)^{-1}$, so poles can occur only where $\pm\omega$ is an eigenvalue of $J$.

With TDHF orbitals, near $\omega_R$,

$$\kappa_\omega\simeq\frac{m\,\kappa_R}{\omega-\omega_R},\qquad \kappa_{-\omega}\simeq-\frac{m\,\kappa_R^\dagger}{\omega-\omega_R},$$

where $\kappa_R$ is built from $Z_R$. Terms containing both rotations diverge quadratically:

$$\langle\langle z;z\rangle\rangle_\omega\simeq\frac{m^2F}{(\omega-\omega_R)^2}.$$

$F$ is the response expression evaluated at $\omega_R$ with $z$ set to zero and the rotations replaced by $\kappa_R$ and $-\kappa_R^\dagger$. The eigenvalues of $J$ are still there; the TDHF poles are added to them. A model with singles only is an exception: there $T=\Lambda=0$ and the source $\langle s|W_{\pm\omega}|0\rangle$ vanishes by the TDHF condition, so the response is that of TDHF itself, with simple poles.

## When the poles cancel

In full coupled cluster $F=0$. There the amplitude equations make $\Psi=e^{\kappa}e^{T(t)}|0\rangle$ satisfy $(H+V-i\partial_t)\Psi=q(t)\Psi$, with $q$ the instantaneous quasienergy. Another choice of $\kappa$ describes the same physical state, so it can only multiply $\Psi$ by a periodic factor $f(t)$ close to 1. This changes $q$ by $-i\dot f/f$, whose average over a period is zero. The response function cannot depend on $\kappa$, and the TDHF poles must cancel. The same holds for CCSD with two electrons, where singles and doubles are complete.

For CCSD with more electrons, ask what the amplitudes can undo. Let $\bar\kappa=e^{-T}\kappa_\omega e^{T}$. The excitation part of $\kappa_\omega$ commutes with $T$ and is itself a single excitation. The de-excitation part lowers the excitation level by one and has two indices that $T$ can contract, so its expansion stops at the double commutator. A commutator with $T_n$ yields level $n-1$; one with $T_m$ and $T_n$ yields $m+n-1$. With $m,n\le2$, only two $T_2$ operators reach triples:

$$\bar\kappa|0\rangle=(k_0+P+K_3)|0\rangle,\qquad K_3|0\rangle=\tfrac12[[\kappa_\omega,T_2],T_2]\,|0\rangle .$$

Here $k_0$ is a number and $P=\sum_\nu p_\nu\tau_\nu$ contains singles and doubles.

The amplitude equations of the ground state give $\bar H|0\rangle=E|0\rangle+|R\rangle$, where $|R\rangle$ contains triples and higher. Therefore

$$e^{-T}[H,\kappa_\omega]e^{T}|0\rangle=\bar H(k_0+P+K_3)|0\rangle-\bar\kappa\,(E|0\rangle+|R\rangle).$$

Project on a single or double $\langle\mu|$:

- The $k_0$ term vanishes, since $\langle\mu|\bar H|0\rangle=0$.
- In the $P$ term, $\bar H\tau_\nu=[\bar H,\tau_\nu]+\tau_\nu\bar H$. This gives $(Jp)_\mu+Ep_\mu$, because $\tau_\nu|R\rangle$ lies above the doubles.
- The term $-E\langle\mu|\bar\kappa|0\rangle=-Ep_\mu$ cancels $Ep_\mu$.

Including $-\omega\kappa_\omega$ and $z$, the source in the amplitude equation is

$$\langle\mu|e^{-T}W_\omega e^{T}|0\rangle=\langle\mu|e^{-T}ze^{T}|0\rangle+[(J-\omega)p]_\mu+g_\mu,$$

$$g_\mu=\langle\mu|\bar HK_3|0\rangle-\langle\mu|\bar\kappa|R\rangle .$$

Applying $-(J-\omega)^{-1}$ yields

$$t+p=t^{\rm fixed}-(J-\omega)^{-1}g .$$

The left side is the total first-order change within singles and doubles. The rotation $p$, with its TDHF pole, has been absorbed by the amplitudes. The pole survives in $g$ and in the triples $K_3$, both consequences of truncation.

For the chain at 0.510 Ry, per unit field in Ry/bohr, $p$ has norm 4.27. The escaping triples have norm 0.0096 and the residual shift $(J-\omega)^{-1}g$ has norm 0.0037. Explicit relaxation is almost wholly redundant here, but the small remainder is multiplied by a divergent factor near $\omega_R$.

## How $T_1$ relaxes orbitals

A rotation $U$ turns the occupied orbitals into $\phi_i'=\sum_j\phi_jU_{ji}+\sum_a\phi_aU_{ai}$. If the occupied block $U_{oo}$ is invertible, recombining the $\phi_i'$ with $U_{oo}^{-1}$ changes the determinant by a factor only. The orbitals become

$$\phi_i+\sum_a\phi_at_{ai},\qquad t=U_{vo}U_{oo}^{-1},$$

with $U_{vo}$ the virtual-occupied block. Their determinant is $e^{T_1}|0\rangle$ with amplitudes $t_{ai}$, since the exponential replaces each $\phi_i$ by this sum. This is Thouless' theorem: $T_1$ reaches every determinant that overlaps the reference.

In CCSD response these singles are coupled to the doubles inside $J$, so relaxation and correlation share one set of poles. TDHF relaxation obeys its own equation, which knows nothing of $T_2$.

## The number that decides

The chain has spacing 1.8 bohr, the STO-3G basis, and the field along its axis. FCI in the same basis is the reference; it removes the truncation error but not the large error of so small a basis. The first dipole-allowed poles are 1.019 Ry for TDHF, 1.125 Ry for the CCSD Jacobian and 1.127 Ry for FCI. These values are far from converged in the basis. The TDHF and FCI poles fall to 0.713 and 0.765 Ry in 6-31G and to 0.673 and 0.691 Ry in cc-pVDZ. The static polarizability rises from 14.67 bohr$^3$ to 26.9 bohr$^3$ in 6-31G (FCI) and to about 31 bohr$^3$ in cc-pVDZ (relaxed CCSD). The numbers below compare methods within STO-3G; they are not properties of the molecule.

With $d=\omega-\omega_R$, relaxed CCSD near the first TDHF pole contains

$$\alpha\simeq\frac{C_2}{d^2}+\frac{C_1}{d},\qquad C_2=4.998\times10^{-3}\ \text{bohr}^3\,\text{Ry}^2,\quad C_1=0.3306\ \text{bohr}^3\,\text{Ry}.$$

As $C_2=-2m^2F$ and $m^2=4.725$ bohr$^2$, $F=-5.3\times10^{-4}$ Ry. At $d=-0.001$ Ry the two terms give $4998-331=4667$ bohr$^3$. The computed difference between relaxed and fixed orbitals is $4751-81=4670$ bohr$^3$; the remaining 3 bohr$^3$ is smooth background.

Polarizabilities in bohr$^3$:

| $d$ (Ry) | FCI | fixed | relaxed |
|---:|---:|---:|---:|
| −0.030 | 63.9 | 64.7 | 61.6 |
| −0.010 | 74.1 | 75.2 | 94.9 |
| −0.001 | 79.9 | 81.2 | 4751 |
| +0.001 | 81.4 | 82.6 | 5414 |
| +0.010 | 88.5 | 90.1 | 176.5 |

At $d=-0.010$ Ry the error relative to FCI is 1.4% with fixed orbitals and 28% with relaxed ones. The relaxed value is large and positive on both sides of the pole, whereas an exact resonance changes sign. Even the simple-pole part is unphysical here: $C_1$ is positive, while an exact transition from the ground state gives $-2z_{0n}^2<0$.

Below the pole the two terms have opposite signs and cancel at $d=-C_2/C_1=-0.015$ Ry. Farther down the negative term $C_1/d$ is the larger, which helps to explain why the relaxed value at $d=-0.030$ Ry is too low.

The sign and size of $C_2$ depend on the basis. In 6-31G the first TDHF pole has $C_2=-5.2\times10^{-4}$ bohr$^3$ Ry$^2$ and $C_1=0.330$ bohr$^3$ Ry. The quadratic term is then negative and outweighs $C_1/d$ only within about 0.0016 Ry of the pole. The spurious pole remains: at $d=-0.010$ Ry the error relative to FCI is +0.6% with fixed orbitals and −19% with relaxed ones.

## Where explicit relaxation remains sound

At $\omega=0$ a stable Hartree-Fock state has a finite orbital response. The relaxed formula then gives the second derivative of CCSD energies whose orbitals are reoptimized in the field. Finite-field calculations confirm it: both routes give 14.617 bohr$^3$. This is a legitimate static property, though not automatically a better one. Here its error relative to FCI is −0.34%, against +0.06% with fixed orbitals; another molecule could reverse the order.

Without $T_1$, as in CCD, explicit relaxation is needed, at a price. The CCD Jacobian contains only double excitations, and its first dipole-allowed pole lies at 2.24 Ry. The single-excitation poles must then come from TDHF, which puts the first at 1.019 Ry instead of 1.127 Ry. That pole is double as well, with $C_2\approx-1.0$ bohr$^3$ Ry$^2$, some two hundred times the CCSD coefficient in size (in 6-31G $C_2\approx-0.58$ bohr$^3$ Ry$^2$, about a thousand times), so close to it the relaxed CCD polarizability is large and negative on both sides.

The argument concerns orbitals fixed by TDHF as a separate condition. Orbitals determined by making the coupled-cluster functional itself stationary obey other equations and are not covered. The numerical check also solves the periodic TDHF and CCSD equations directly at small finite fields. At 0.917 Ry this gives 42.55 bohr$^3$, in agreement with the relaxed response formula, while FCI gives 43.44 bohr$^3$ and fixed orbitals 43.75 bohr$^3$.

## Numbers as computed

```
H4 chain, STO-3G, spacing 1.8 bohr; field along chain
E(HF)   = -4.226858 Ry
E(CCSD) = -4.350806 Ry
E(FCI)  = -4.350822 Ry
First bright pole:
  TDHF           1.019382 Ry = 13.869 eV
  CCSD Jacobian  1.124836 Ry = 15.304 eV
  FCI            1.126682 Ry = 15.329 eV
  CCD Jacobian   2.240652 Ry = 30.486 eV
Static alpha (bohr^3):
  FCI              14.66717
  CCSD unrelaxed   14.67542
  CCSD relaxed     14.61731
  CCD  unrelaxed   0.20751
  CCD  relaxed     13.97822
  finite-field CCSD, relaxed HF 14.61731
  finite-field CCSD, fixed HF   14.67542
Relaxed CCSD alpha: omega(Ry), periodic solution, formula (bohr^3)
  0.42304  16.99580  16.99580
  0.91744  42.55163  42.55163
At omega = 0.50969 Ry, first order per unit field (1/(Ry/bohr)):
  norm of rotation inside CCSD space 4.27096
  norm of escaping triples           9.569e-03
  norm of residual amplitude shift   3.746e-03
TDHF poles in relaxed CCSD alpha = C2/d^2 + C1/d, d = omega-pole
  pole(Ry) TDHF z^2(bohr^2) C2(bohr^3 Ry^2) C1(bohr^3 Ry) |C2/C1|(Ry)
  1.019382  4.7253  4.9977e-03  3.3062e-01  1.512e-02
  2.507071  0.0164  1.7266e-05  -1.5229e-03  1.134e-02
Largest |C2| for H2 (6-31G, CCSD): 1.7e-15 bohr^3 Ry^2
alpha (bohr^3) below the pole: omega(Ry) FCI unrelaxed relaxed
  0.30581 15.8304 15.8434 15.7706
  0.61163 20.7776 20.8178 20.6610
  0.81551 30.7579 30.8867 30.4313
  0.91744 43.4408 43.7477 42.5516
alpha (bohr^3) around TDHF pole: d(Ry) FCI unrelaxed relaxed
  -0.0300 63.926 64.677 61.613
  -0.0100 74.116 75.161 94.898
  -0.0030 78.559 79.748 527.844
  -0.0010 79.934 81.169 4751.293
  -0.0001 80.570 81.826 496546.649
  +0.0001 80.713 81.974 503159.132
  +0.0010 81.361 82.645 5414.060
  +0.0030 82.843 84.179 752.863
  +0.0100 88.511 90.055 176.508
  +0.0300 110.374 112.863 133.759
```
